First-order energies of 1s3s and 1s2p from hydrogenic radial integrals

**Problem**

Two electrons move around a fixed point nucleus of charge Z. In hartree atomic units and without relativity,

H = h(1) + h(2) + 1/r₁₂,  h = −½∇² − Z/r.

The repulsion 1/r₁₂ is the perturbation, so the unperturbed orbitals are hydrogenic with the full charge Z. Write an orbital as P(r)/r times a spherical harmonic, with ∫P² dr = 1. Integrals without limits run from 0 to ∞. With r< and r> the smaller and larger of r and s, define

Fᵏ(a,b) = ∫∫ P_a(r)² P_b(s)² r<ᵏ/r>ᵏ⁺¹ dr ds,

Gᵏ(a,b) = ∫∫ P_a(r)P_b(r) P_a(s)P_b(s) r<ᵏ/r>ᵏ⁺¹ dr ds.

(a) Evaluate F⁰(1s,3s), G⁰(1s,3s) and F⁰(1s,2p).

(b) Find the energies through first order of the singlet and triplet of 1s3s and of 1s2p. Decide whether the integrals in (a) are sufficient.

(c) Apply the results to the free ion Be²⁺, and find where the first-order energies cease to describe a bound state.

**First estimate by scaling**

The only length in a hydrogenic orbital is 1/Z, and a repulsion energy is an inverse length. Every integral is therefore a pure number times Z.

The direct integral F⁰(1s,nl) is the repulsion between the 1s cloud and the outer electron. If the outer electron stayed outside the cloud, the cloud would act as a point charge, and the repulsion would be the mean of 1/r. The virial theorem for the Coulomb potential gives −Z⟨1/r⟩ = 2E = −Z²/n², so ⟨1/r⟩ = Z/n². Hence

F⁰(1s,3s) ≈ Z/9 ≈ 0.111Z,  F⁰(1s,2p) ≈ Z/4 = 0.250Z.

These values are somewhat too large, because a charge inside the cloud feels less repulsion than it would from a point charge.

The exchange energy K is the self-repulsion of the product of the two orbitals, which is appreciable only where they overlap, at r of order 1/Z. A classical electron of energy −Z²/(2n²) has the period 2πn³/Z². If its angular momentum is low enough for the orbit to reach the inner region, it crosses that region at a speed of order Z, in a time of order 1/Z². The fraction of its time spent there is of order 1/n³. Since K contains the outer orbital squared, this suggests

K(1s,nl) ~ Z/n³ for l = 0 and 1,

which is 0.037Z for 3s and 0.125Z for 2p. The numerical factor has been set to one without justification, so this is an order of magnitude. It predicts that exchange is smaller than the direct repulsion, and that it is larger for 1s2p than for 1s3s by a factor 27/8 ≈ 3.4.

**Exact solution: preparation**

The orbitals at charge Z follow from those at unit charge by P(r; Z) = √Z P(Zr; 1). With the new variables Zr and Zs, each product of two P's times its differential keeps its form, while the kernel r<ᵏ/r>ᵏ⁺¹ gains one factor Z. It is enough to work at Z = 1 and multiply by Z at the end. The functions are

P_1s = 2r e^(−r),

P_3s = [2/(3√3)] r (1 − 2r/3 + 2r²/27) e^(−r/3),

P_2p = [1/(2√6)] r² e^(−r/2),

and the one integral needed repeatedly is

∫ rᵐ e^(−ar) dr = m!/aᵐ⁺¹.

**The potential of the 1s cloud**

At radius r, the charge inside acts as if it were at the centre, and each shell outside, of radius s, contributes its charge divided by s. The charge inside is

∫₀^r 4s² e^(−2s) ds = 1 − e^(−2r)(1 + 2r + 2r²),

and the outer shells give

∫_r^∞ 4s e^(−2s) ds = e^(−2r)(1 + 2r).

The potential is the first expression divided by r plus the second:

Y(r) = 1/r − e^(−2r)(1/r + 2 + 2r) + e^(−2r)(1 + 2r)
 = 1/r − e^(−2r)(1 + 1/r).

Far outside it is 1/r. At the nucleus it stays finite: expanding the exponential gives Y(0) = 1. Averaging Y over the outer electron yields

F⁰(1s,b) = 1/n² − D_b,

D_b = ∫ P_b² e^(−2r)(1 + 1/r) dr.

The first term is the scaling estimate. The positive quantity D_b is the correction for penetration into the cloud.

**F⁰(1s,2p)**

Here P_2p² = r⁴e^(−r)/24, so

D_2p = (1/24) ∫ (r⁴ + r³) e^(−3r) dr
 = (1/24)(24/243 + 6/81)
 = (1/24)(42/243) = 7/972.

Therefore F⁰ = 243/972 − 7/972 = 236/972, and after restoring Z

F⁰(1s,2p) = 59Z/243.

**F⁰(1s,3s)**

Squaring the bracket in P_3s gives an r² coefficient 4/9 + 4/27 = 16/27 and an r³ coefficient −2(2/3)(2/27) = −8/81. Thus

P_3s² = (4/27) r² (1 − 4r/3 + 16r²/27 − 8r³/81 + 4r⁴/729) e^(−2r/3).

Multiplication by 1 + 1/r turns the factor r² into r + r². Collecting powers,

D_3s = (4/27) ∫ [r − r²/3 − 20r³/27 + 40r⁴/81 − 68r⁵/729 + 4r⁶/729] e^(−8r/3) dr.

With a = 8/3 the six terms integrate, in order, to

9/64, −9/256, −45/512, +45/512, −255/8192, +135/32768.

The third and fourth cancel. Over the denominator 32768 the others add to

4608 − 1152 − 1020 + 135 = 2571.

Hence

D_3s = (4/27)(2571/32768) = 857/73728.

Since 1/9 = 8192/73728, the difference is 7335/73728, and division of both numbers by 9 gives

F⁰(1s,3s) = 815Z/8192.

**G⁰(1s,3s)**

The kernel 1/r> can be written as

1/r> = ∫ du/u², with u running from r> to ∞.

The condition u > r> means that both r and s are smaller than u. Exchanging the order of integration lets the two radial integrals separate into equal factors:

G⁰ = ∫ Q(u)²/u² du,

Q(u) = ∫₀^u P_1s P_3s dr.

Q is the part of the product density enclosed within u. The integrand is

P_1s P_3s = [4/(3√3)] r² (1 − 2r/3 + 2r²/27) e^(−4r/3).

Try Q = [4/(3√3)] u³(A + Bu)e^(−4u/3), which vanishes at u = 0 as required. Apart from the prefactor and the exponential, its derivative is

3A u² + (4B − 4A/3) u³ − (4B/3) u⁴.

Matching u² gives A = 1/3, and matching u⁴ gives B = −1/18. The u³ coefficient is then −2/9 − 4/9 = −2/3, as it must be. So

Q(u) = [4/(3√3)] u³ (1/3 − u/18) e^(−4u/3).

Q tends to zero at large u because 1s and 3s are orthogonal. Inserting it,

G⁰ = (16/27) ∫ u⁴ (1/9 − u/27 + u²/324) e^(−8u/3) du
 = (16/27) [81/4096 − 405/32768 + 1215/524288]
 = (16/27) (10368 − 6480 + 1215)/524288
 = (16/27) (5103/524288).

Because 5103/27 = 189 and 524288/16 = 32768,

G⁰(1s,3s) = 189Z/32768.

**From integrals to energies**

The total wavefunction must change sign when the electrons are exchanged. The singlet spin function is antisymmetric, so its spatial partner is symmetric; for the triplet it is the reverse. For different, orthogonal orbitals a and b the normalized spatial functions are

Ψ± = [a(1)b(2) ± b(1)a(2)]/√2,

with + for the singlet. In the mean of 1/r₁₂ the two diagonal terms are equal, as are the two cross terms. With the factor ½ from normalization,

⟨1/r₁₂⟩ = J ± K,

J = ⟨a(1)b(2)|1/r₁₂|a(1)b(2)⟩,

K = ⟨a(1)b(2)|1/r₁₂|b(1)a(2)⟩.

The unperturbed level is degenerate, so the use of a single function needs a reason. A configuration with both electrons in n ≥ 2 has a sum 1/n² + 1/n′² of at most ½, while 1s with any partner exceeds 1. Only 1s with another orbital of the same outer shell can share the unperturbed energy. The partners of 1s3s are thus 1s3p and 1s3d, and the partner of 1s2p is 1s2s. These have different total orbital angular momentum L, equal to the l of the outer electron. The repulsion is unchanged by a common rotation of both electrons, so it conserves L and does not mix them. It also conserves the component M_L and the total spin. Each first-order energy is therefore the diagonal value J ± K.

The 1s density is spherical, so J is the average of Y(r) and equals F⁰ in both configurations. For 1s3s the product of the orbitals is spherical too, and K = G⁰(1s,3s).

For 1s2p it is not. Take the 2p orbital with M_L = 0; the others have the same energy by rotation. The angular part of the product 1s·2p is √3 cosθ/(4π). In the expansion

1/r₁₂ = Σₖ (r<ᵏ/r>ᵏ⁺¹) Pₖ(cosγ),

where γ is the angle between the two position vectors and Pₖ is a Legendre polynomial, integrate first over the directions of electron 2. Measured from the direction of electron 1,

cosθ₂ = cosθ₁ cosγ + sinθ₁ sinγ cosφ.

The last term vanishes on integration over φ. Since cosγ = P₁(cosγ), orthogonality of the Legendre polynomials leaves only k = 1:

∫ Pₖ(cosγ) cosθ₂ dΩ₂ = (4π/3) cosθ₁ for k = 1, and 0 otherwise.

The remaining integral of cos²θ₁ is 4π/3. Altogether the angular factor is

[3/(16π²)] (4π/3)² = 1/3,

so K = G¹(1s,2p)/3. The three integrals in (a) do not suffice; G¹(1s,2p) is also required.

**G¹(1s,2p)**

The product is P_1s P_2p = r³e^(−3r/2)/√6. The double integral is symmetric in r and s, so it is twice the part with s > r, where the kernel is r/s²:

G¹ = 2 ∫ r P_1s(r)P_2p(r) [∫_r^∞ P_1s(s)P_2p(s)/s² ds] dr.

The inner integral, by one integration by parts, is

(1/√6) ∫_r^∞ s e^(−3s/2) ds = (1/√6)(2r/3 + 4/9) e^(−3r/2).

Then

G¹ = (1/3) ∫ r⁴ (2r/3 + 4/9) e^(−3r) dr
 = (1/3) [(2/3)(120/729) + (4/9)(24/243)]
 = (1/3) [80/729 + 32/729],

G¹(1s,2p) = 112Z/2187,  K = 112Z/6561.

**The four energies**

The unperturbed energy is −(Z²/2)(1 + 1/n²). With the upper sign for the singlet,

E(1s3s) = −5Z²/9 + Z(815/8192 ± 189/32768),

E(1s2p) = −5Z²/8 + Z(59/243 ± 112/6561).

Over common denominators, 815/8192 = 3260/32768 and 59/243 = 1593/6561, so

1s3s singlet: −5Z²/9 + 3449Z/32768
1s3s triplet: −5Z²/9 + 3071Z/32768
1s2p singlet: −5Z²/8 + 1705Z/6561
1s2p triplet: −5Z²/8 + 1481Z/6561

Both exchange integrals are positive: G⁰ is the integral of a square, and the integrand of G¹ is nowhere negative. The triplet is therefore lower in both configurations at this order. The Hamiltonian contains no spin interaction; the splitting is electrostatic. The antisymmetric spatial function vanishes where the electrons coincide, and with the same two orbitals in both states its mean repulsion is smaller by 2K. This comparison is for fixed orbitals and need not hold for the exact wavefunctions, in which the singlet and the triplet adjust differently.

**The ion Be²⁺**

This ion has two electrons and Z = 4. In hartree, the 1s3s terms are J = 0.398 and K = 0.023, and

singlet: −8.889 + 0.398 + 0.023 = −8.468
triplet: −8.889 + 0.398 − 0.023 = −8.514

For 1s2p, J = 0.971 and K = 0.205/3 = 0.068, so

singlet: −10.000 + 0.971 + 0.068 = −8.961
triplet: −10.000 + 0.971 − 0.068 = −9.097

The splittings 2K are 0.046 hartree (1.26 eV) and 0.137 hartree (3.72 eV). These are first-order values and overstate the real ones: a configuration-interaction solution of the same Hamiltonian gives about 0.030 hartree (0.81 eV) for 1s3s and 0.064 hartree (1.75 eV) for 1s2p, smaller by factors 1.6 and 2.1.

These levels were tested by diagonalizing the Hamiltonian among all determinants of 1s2p, and among those of 1s with the whole n = 3 shell, using three-dimensional repulsion integrals over orbitals expanded in Gaussians. The 1s2p calculation gives nine triplet and three singlet states, and the 1s3s states do not mix with 1s3p or 1s3d. The energies agree with the formulas within the tolerance of 2×10⁻⁴ hartree allowed for the finite expansion. This checks the first-order theory, not its accuracy for the real ion. The values are in the numerical output.

**Comparison of the estimate with the exact integrals**

For the direct integrals the point-charge estimate is good. Relative to the exact integral, Z/9 is 12% too large for 3s, and Z/4 is 3% too large for 2p. The errors are the penetration terms, 0.0116Z and 0.0072Z. The 3s electron has the larger one although its orbital is more extended. The weight e^(−2r)(1 + 1/r) in D favours small r, where P_3s² starts as 4r²/27 but P_2p² only as r⁴/24: the centrifugal barrier keeps the p electron away from the nucleus.

For exchange the estimate gets the order of the two configurations right but the size wrong. It gives 0.037Z against the exact 0.0058Z for 1s3s, too large by a factor 6.4, and 0.125Z against 0.0171Z for 1s2p, too large by a factor 7.3. The ratio of the two exchange energies comes out much better, 3.4 against 3.0.

The excess for 1s3s can be divided into two parts. Near the nucleus P_3s is 3^(−3/2) times P_1s. If this proportionality held throughout the cloud, K would be F⁰(1s,1s)/27. Averaging Y over the 1s density gives

F⁰(1s,1s) = 1 − 4 ∫ (r² + r) e^(−4r) dr
 = 1 − 4(1/32 + 1/16) = 5/8

at Z = 1. Replacing the assumed factor one by 5/8 removes a factor 1.6. The remaining factor, 4.0, comes from the different shape of the 3s orbital. For proportional orbitals Q would rise to 3^(−3/2) and stay there. The 3s orbital instead falls below proportionality on the way to its first node at r = 1.90, where Q peaks at about half that value; holding Q at this peak already accounts for a factor 2.6. Beyond the node the product is negative, and orthogonality makes Q return to zero, which gives the remaining factor of about 1.5.

For 1s2p the division is different. A factor 3 is the angular factor, and the remaining 2.4 is the ratio of Z/8 to the radial integral G¹. The similar total factors in the two cases thus have different origins, and nothing here implies that they persist for other orbitals.

**Where the first-order energies fail**

With lengths in units of 1/Z, the Hamiltonian is Z² times an operator in which the repulsion carries the factor 1/Z. The expansion of the energy therefore has terms in Z², Z, Z⁰, 1/Z and so on, one for each order; first order keeps the first two. The omitted second-order term does not depend on Z, so its relative weight falls as Z grows. At large Z, however, the neglected relativistic effects become important.

The size of the omitted term can be estimated by letting the outer electron move in the fully screened charge Z − 1:

−Z²/2 − (Z − 1)²/(2n²) = −(Z²/2)(1 + 1/n²) + Z/n² − 1/(2n²).

The term linear in Z is the point-charge estimate of J, and the last term imitates the second order. It is −1/8 hartree for n = 2 and −1/18 hartree for n = 3. In Be²⁺ the first is close to the whole 1s2p splitting, and the second exceeds the 1s3s splitting. The errors of the first-order energies here must therefore be expected to be comparable with the splittings. The estimate is rough and is the same for singlet and triplet, whereas the true second-order terms are not: they are about −0.049 and −0.032 hartree for the 1s3s singlet and triplet, and about −0.16 and −0.073 hartree for the 1s2p singlet and triplet. The singlet is lowered more, so the higher orders reduce the splittings below 2K. The screened estimate itself, −9.125 hartree for 1s2p and −8.500 hartree for 1s3s, ignores exchange and penetration and is not a reference value.

A state is bound against loss of the outer electron if its energy lies below −Z²/2, the energy of the remaining one-electron ion. Writing the first-order term as cZ, this requires

−Z²/(2n²) + cZ < 0, or Z > 2n²c.

The limits are 1.89 and 1.69 for the 1s3s singlet and triplet, and 2.08 and 1.81 for the 1s2p singlet and triplet. In Be²⁺ all four levels lie below the threshold of −8 hartree. At Z = 2 the 1s2p singlet does not: its first-order energy is −1.980 hartree, above the threshold of −2.

This is a failure of the truncated expansion and not evidence that the state is unbound. For any Z > 1, take a singlet trial function built from 1s at charge Z and np at charge Z − 1. The mean energy of the outer electron in the field of charge Z is −(Z − 1)²/(2n²) − ⟨1/r⟩, and its direct repulsion is ⟨1/r⟩ − D. The total is

−Z²/2 − (Z − 1)²/(2n²) − D + K.

D is positive, and K falls as 1/n³ at large n by the argument of the first estimate, faster than the binding term 1/n². For large enough n the trial energy lies below the threshold. By the variational principle, so does the lowest singlet state of this symmetry. That state is the one that the 1s2p singlet, the lowest singlet with L = 1 at zeroth order, approximates. At Z = 2 the choice n = 2 already suffices. The product of 1s at charge 2 and 2p at charge 1 is (2/√3) r³e^(−5r/2). The same steps as for G¹ above give G¹ = (8/3) ∫ r⁴ (2r/5 + 4/25) e^(−5r) dr = 896/78125, so K = G¹/3 ≈ 0.004, and the trial energy lies below −2 − 0.125 + 0.004 = −2.121 hartree. What first order lacks at Z = 2 is therefore the expansion of the outer orbital: it keeps the 2p electron in an orbital made for charge 2, while at large distance the electron feels a charge of 1.

Computed results

```
Radial integrals divided by Z (hartree): fraction, decimal, quadrature
  F0(1s,3s) = 815/8192 = 0.09948730, 0.09948730
  G0(1s,3s) = 189/32768 = 0.00576782, 0.00576782
  F0(1s,2p) = 59/243 = 0.24279835, 0.24279835
  G1(1s,2p) = 112/2187 = 0.05121171, 0.05121171
Penetration correction divided by Z (hartree)
  3s: 857/73728 = 0.01162381
  2p: 7/972 = 0.00720165
First-order coefficient of Z (hartree)
  1s3s singlet: 3449/32768 = 0.10525513
  1s3s triplet: 3071/32768 = 0.09371948
  1s2p singlet: 1705/6561 = 0.25986892
  1s2p triplet: 1481/6561 = 0.22572779
Worked example: Be2+ ion, Z = 4
  F0(1s,3s) = 0.397949 hartree
  G0(1s,3s) = 0.023071 hartree
  F0(1s,2p) = 0.971193 hartree
  G1(1s,2p) = 0.204847 hartree
  exchange G1(1s,2p)/3 = 0.068282 hartree
  1s3s zeroth-order energy = -8.888889 hartree
  1s3s complete-screening estimate = -8.500000 hartree
  1s2p zeroth-order energy = -10.000000 hartree
  1s2p complete-screening estimate = -9.125000 hartree
  1s3s singlet energy through first order = -8.467868 hartree
  1s3s triplet energy through first order = -8.514011 hartree
  1s2p singlet energy through first order = -8.960524 hartree
  1s2p triplet energy through first order = -9.097089 hartree
  1s3s splitting = 0.046143 hartree = 1.2556 eV
  1s2p splitting = 0.136565 hartree = 3.7161 eV
  one-electron threshold = -8.000000 hartree
Determinant diagonalization for Be2+ (hartree)
  1s2p: triplet -9.097086 (9 states), singlet -8.960520 (3 states)
  1s3s: triplet -8.513919 (3 states), singlet -8.467757 (1 state)
Nuclear charge above which the first-order level is bound
  1s3s singlet: Z > 1.8946
  1s3s triplet: Z > 1.6870
  1s2p singlet: Z > 2.0790
  1s2p triplet: Z > 1.8058
1s2p singlet at Z = 2: -1.980262 hartree; threshold -2.000000 hartree
```
